Q: I have been told that when a resist site must be protonated before it can cleave, the apparent activation energy is the cleavage energy plus (1 − θ) times the protonation enthalpy, θ being the fraction of sites protonated. It would then depend on how much acid is loaded. I doubt that this can hold in general. Where would it come from?

A: From a particular choice of what is held fixed. Let N be the density of protected sites still present, x the density of acid-site complexes, s = N − x the density of free sites and a the density of free acid. I assume equal, independent sites, each taking one acid molecule as a tight ion pair, and a well-mixed film. If binding and release are fast compared with cleavage, the complexes stay in equilibrium:

K = x/(s a).

With densities in nm⁻³, K is in nm³. Write β = 1/(kT), with k the Boltzmann constant. The protonation enthalpy H is negative when binding releases heat. Taking H as constant and neglecting thermal expansion,

d ln K/dβ = −H.

The complex cleaves with rate constant k_c = ν exp(−βE_c), where ν is constant, and gives the acid back. The deprotection rate per volume is r = k_c x. The apparent activation energy is minus the slope of ln r against β at fixed composition:

E_app = −d ln r/dβ = E_c − d ln x/dβ.

Temperature reaches x only through K, so the chain rule gives

d ln x/dβ = (d ln x/d ln K)(−H),

E_app = E_c + f H, with f = d ln x/d ln K.

The two minus signs have cancelled. Everything now depends on f, and f depends on what stays constant while K changes.

Q: And the choice that yields 1 − θ?

A: Holding the free acid density a fixed. Put s = N − x into the equilibrium condition: x = Ka(N − x), so x(1 + Ka) = NKa and

θ = x/N = Ka/(1 + Ka).

Take the logarithm, ln x = ln N + ln K + ln a − ln(1 + Ka), and differentiate at constant N and a:

f = 1 − Ka/(1 + Ka) = 1 − θ.

So the statement is true under that condition. With few sites occupied, a change in K changes x in proportion, and the full enthalpy appears. With nearly all sites occupied, x cannot respond, and E_app tends to E_c. For exothermic binding E_app rises from E_c + H to E_c as the free acid increases.

Q: But nobody holds the free acid fixed during a bake. The exposure makes a certain amount of acid, and that is all there is.

A: That is the flaw in applying the statement to a film. What is fixed there, if no acid is lost, is the total A = a + x. I count A net of any base quencher that has neutralised part of it. When heating releases acid from the sites, the free acid rises, and this drives some of it back. We must differentiate with both N and A fixed:

ln K = ln x − ln(N − x) − ln(A − x).

The derivative of −ln(N − x) with respect to x is +1/(N − x), and likewise for the acid term, so

d ln K = (1/x + 1/s + 1/a) dx.

Since d ln x = dx/x,

f = (1/x)/(1/x + 1/s + 1/a) = 1/(1 + x/s + x/a).

The equilibrium condition gives x/s = Ka and x/a = Ks. Therefore

f = 1/(1 + Ka + Ks).

The fixed-free-acid result is 1/(1 + Ka). The new term Ks expresses the limited supply of acid.

Q: Can you write that with occupancies, so that I can compare it with what I was told?

A: We need a second occupancy, the fraction of the acid that is bound, φ = x/A. From the definitions,

Ka = x/s = θ/(1 − θ), Ks = x/a = φ/(1 − φ).

Put the sum over a common denominator:

1 + Ka + Ks = [(1 − θ)(1 − φ) + θ(1 − φ) + φ(1 − θ)]/[(1 − θ)(1 − φ)].

The first two terms of the numerator add to 1 − φ. Adding φ − θφ leaves 1 − θφ. Hence

f = (1 − θ)(1 − φ)/(1 − θφ).

Sites and acid enter symmetrically, as they must, since the binding law does not distinguish them. The site occupancy alone does not determine the apparent energy.

Q: I can set N and A, but not θ and φ. Is there a form in the loadings?

A: Yes. Multiply out x/K = (N − x)(A − x):

x² − (N + A + 1/K)x + NA = 0.

Call S = N + A + 1/K and R = √(S² − 4NA). The roots are (S ± R)/2. At x equal to the smaller of N and A, the product (N − x)(A − x) vanishes and the polynomial equals −x/K, which is negative. That value therefore lies between the roots, and only the lower root respects both supplies:

x = (S − R)/2.

Then R = S − 2x = s + a + 1/K, so KR = 1 + Ka + Ks = 1/f. Multiplying S² − 4NA by K² under the root gives

f = 1/√[(1 + KN + KA)² − 4K²NA].

I compared this with numerical slopes of the rate, using a root-finding solution of the acid balance. The grid was K = 0.1, 2 and 20 nm³; N = 0.3 and 2 nm⁻³; A = 0.02, 0.5 and 3 nm⁻³; H = −0.5, −0.3 and +0.2 eV. With E_c = 1 eV, the largest difference in E_app was 5 × 10⁻⁶ eV.

Q: A resist contains far less acid than sites. Then θ is nearly zero, 1 − θ is nearly one, and the two laws should agree.

A: They do not, unless binding is weak. Set A → 0 in the last formula:

f → 1/(1 + KN).

Few sites are occupied, yet most of the acid may be bound. It is then the acid that is close to saturation. Cooling strengthens the binding, but there is little free acid left to bind.

Take N = 2 nm⁻³, K = 2 nm³ at 373.15 K, H = −0.30 eV and E_c = 1.00 eV. Then KN = 4, f → 1/5 and

E_app → 1.00 − 0.30/5 = 0.94 eV.

The fixed-free-acid law would give 0.70 eV in the same limit.

Q: Show me a finite loading, with the arithmetic.

A: Take A = 0.10 nm⁻³. Then S = 2 + 0.1 + 0.5 = 2.6 nm⁻³ and R = √(6.76 − 0.80) = 2.4413 nm⁻³, so

x = (2.6 − 2.4413)/2 = 0.0793 nm⁻³.

This leaves a = 0.0207 nm⁻³ and s = 1.9207 nm⁻³. The occupancies are θ = 0.0397 and φ = 0.793: only 4% of the sites are protonated, but 79% of the acid is bound. With Ka = 0.041 and Ks = 3.841,

f = 1/(1 + 0.041 + 3.841) = 0.205,

E_app = 1.00 − 0.205 × 0.30 = 0.939 eV.

The other law gives 1.00 − 0.960 × 0.30 = 0.712 eV, which is 0.227 eV too low for the closed film.

Q: Does that difference matter at the bake plate?

A: In this model, baking 10 K hotter multiplies the initial rate by 2.13. An Arrhenius extrapolation with 0.712 eV gives 1.78, which is 16% below the correct factor.

The error also matters when a measured slope is interpreted. Suppose H is known and someone extracts the cleavage energy from 0.939 eV with the 1 − θ law. The result is 0.939 + 0.288 = 1.227 eV instead of 1.00 eV. An Arrhenius plot over a narrow range gives almost no warning, although f varies with temperature. The straight line through the rates at 363.15 and 383.15 K has an energy of 0.939 eV. For the upper 10 K it gives a factor of 2.142, where the true one is 2.132, so the rate at 373.15 K lies only 0.5% above the line.

Q: When may I use 1 − θ in a closed film after all?

A: When Ks is much smaller than 1 + Ka. There are two simple ways to get there. One is weak binding: since s cannot exceed N, KN ≪ 1 is sufficient at any acid loading. The other is a large excess of acid: when a is much larger than N, it is also much larger than s, so Ks is much smaller than Ka. The free acid density then hardly responds to a change in K.

For the excess case keep N = 2 nm⁻³ and raise A to 8 nm⁻³, a loading meant to show the limit and not to represent a resist. Now a = 6.150 nm⁻³ and s = 0.150 nm⁻³, so Ka = 12.30 and Ks = 0.30. The closed-film law gives 0.9779 eV and the 1 − θ law 0.9774 eV.

Q: At least the qualitative claim survives: E_app changes with acid loading.

A: It changes, but perhaps by very little, and perhaps in the other direction. Let g be the expression under the root:

g(A) = (1 + KN + KA)² − 4K²NA.

At fixed N and K,

dg/dA = 2K(1 + KN + KA) − 4K²N = 2K(1 + KA − KN).

If KN > 1, g first falls with A, so f = 1/√g first rises. The turning point is

A* = N − 1/K.

There KA* = KN − 1, the bracket 1 + KN + KA* equals 2KN, and

g = 4K²N² − 4KN(KN − 1) = 4KN,

f_max = 1/[2√(KN)].

For exothermic protonation E_app therefore falls with loading up to A*, then rises towards E_c. At fixed free acid it rises throughout. If KN ≤ 1, there is no turning point at positive A, and E_app rises from the start. For endothermic protonation all these directions are reversed.

With the example's numbers, A* = 2 − 0.5 = 1.5 nm⁻³, f_max = 1/4 and E_app = 0.925 eV. Direct numerical minimisation of E_app finds the same point.

Q: Why should adding acid increase the influence of the protonation enthalpy?

A: Because 1/f = 1 + K(a + s), and added acid can reduce the sum a + s. Let p = dx/dA be the share of a small addition that binds. Free acid then grows by 1 − p per added molecule and free sites fall by p. The sum changes by 1 − 2p, so it falls when more than half of the addition binds.

To find p, differentiate x = Ksa at fixed K and N, using ds = −dx and da = dA − dx:

dx = −Ka dx + Ks(dA − dx),

p = Ks/(1 + Ka + Ks).

This exceeds one half when Ks > 1 + Ka. Since s − a = N − A, that is the condition A < N − 1/K found above. At A = 0.10 nm⁻³, p = 3.841/4.882 = 0.79.

Q: How large is the change over loadings a resist might have?

A: For small A, write g = (1 + KN)² − 2KA(KN − 1) + K²A² and expand 1/√g to first order in A:

f ≈ [1/(1 + KN)] [1 + KA(KN − 1)/(1 + KN)²].

At A = 0.10 nm⁻³ the correction is 0.2 × 3/25 = 0.024, so f rises from 0.200 to 0.205. Between A = 0.02 and 0.20 nm⁻³, with N, K and temperature fixed, E_app falls from 0.9397 to 0.9371 eV. That is less than 3 meV for a tenfold change in acid. The 1 − θ law predicts a rise of 21 meV. In this regime a strong observed dependence on loading would have to come from something outside this model.

Q: Your equilibrium law treats densities as smooth. Does f survive when complexes are counted one by one?

A: It acquires a direct meaning. In a volume V place M = NV sites and Q = AV acid molecules, and let n of the acids be bound. The free acids behave as an ideal gas, each contributing a factor V, with division by (Q − n)! because they are identical. The bound ones may choose their sites in M!/[n!(M − n)!] ways, each with binding factor K. Apart from a common factor, the weight is

W(n) = {M!/[n!(M − n)!]} Kⁿ V^(Q−n)/(Q − n)!.

Successive weights have the ratio

W(n + 1)/W(n) = K(M − n)(Q − n)/[(n + 1)V].

The most probable n is where this ratio is one. For large numbers that gives n/V = Ksa, the law we started from.

Now let Z = Σ W(n). Each weight contains Kⁿ, so d ln Z/d ln K = ⟨n⟩, and a second derivative gives

d⟨n⟩/d ln K = ⟨n²⟩ − ⟨n⟩².

Dividing by ⟨n⟩ shows that f is the variance of the number of complexes divided by its mean. A Poisson distribution would have f = 1. Limited sites and limited acid both narrow the distribution. For very dilute acid each molecule is bound independently with probability φ. The distribution is then binomial, with variance Qφ(1 − φ) and mean Qφ, so f = 1 − φ = 1/(1 + KN), as before.

For V = 20 000 nm³ and A = 0.20 nm⁻³ the explicit sum gives 0.2096, equal to the closed-film formula at this precision.

Q: During the bake N falls. Which apparent energy would I measure?

A: The one that belongs to the composition at which you compare rates. If the cleaved groups do not bind acid, half conversion means N = 1 nm⁻³ at the same A = 0.10 nm⁻³. Then

g = (1 + 2 + 0.2)² − 4 × 4 × 1 × 0.1 = 8.64,

f = 1/√8.64 = 0.340, E_app = 0.898 eV.

Fewer sites hold less of the acid, so more of the protonation enthalpy appears.

Rates should be compared at equal conversion. At equal time t the remaining N differs between temperatures, and the chain rule adds a term:

−(d ln r/dβ)_t = E_app − (∂ln r/∂N)(dN/dβ)_t.

Here the colder film retains more sites, so dN/dβ is positive, and more sites give a higher rate. The slope at equal time is therefore lower than E_app.

Q: Acid moves slowly in a polymer. Is the pre-equilibrium itself safe?

A: It has to be checked against the cleavage rate. With ν = 10¹³ s⁻¹, k_c = 0.312 s⁻¹ at 373.15 K. For binding limited by diffusion to well-separated fixed targets of radius b, the rate constant is k_on = 4πDb. At 2 sites per nm³, targets of radius 0.5 nm overlap, so I use the formula only for an order of magnitude. Assume D = 10 nm²/s for free acid and b = 0.5 nm:

k_on = 4π × 10 × 0.5 = 62.8 nm³/s,

k_off = k_on/K = 31.4 s⁻¹.

So k_c/k_off is about 0.01. I integrated the full rate equations to half conversion, which took 43.9 s of bake, with a diffusion activation energy of 1.0 eV. Finite exchange shifted E_app by +0.4 meV. With exchange made a hundred times faster, the result agreed with the pre-equilibrium value to within 0.04 meV. With exchange ten times slower the shift is about 4 meV, and with exchange a hundred times slower about 26 meV. Size and sign depend on the assumed diffusion energy: with 0.5, 1.5 or 2.0 eV in place of 1.0 eV, tenfold slower exchange shifts E_app by −12, +19 or +35 meV, and hundredfold slower exchange by −95, +148 or +270 meV. Much slower diffusion would therefore invalidate the assumption, and local depletion of acid lies outside these well-mixed equations.

Q: What would spoil your number more than that?

A: Two things stand out among those I sized. The first is binding by the products. Suppose each cleaved group binds acid exactly as a protected site does. The total number of binding groups then stays at 2 nm⁻³, and the protected ones hold a fixed share of all complexes at a given conversion. The temperature response is that of the fresh film, so E_app at half conversion returns from 0.898 to 0.939 eV, a shift of +41 meV.

The second is loss of acid. Let free acid disappear at 0.01 s⁻¹, with an activation energy of 0.5 eV. At half conversion 0.088 nm⁻³ of the initial 0.10 nm⁻³ remains, and E_app is 27 meV higher. The sign can be traced. The logarithmic loss, ln(0.10/0.0883) = 0.12, scales roughly as loss constant times free acid times bake time. Their activation energies are 0.5 eV, about 0.2 eV, because heating frees acid, and about −0.9 eV, because a hotter film gets there sooner. The sum is −0.2 eV, so less acid is lost at the higher temperature. With the rate nearly proportional to acid, the shift is about 0.12 × 0.2 eV, or 24 meV. The sign follows the assumed loss energy: the shift is +65 meV for 0.2 eV, passes through zero near 0.7 eV and is −64 meV for 1.2 eV.

Smaller shifts apply to the fresh film. Phenol groups at 3 nm⁻³, if they bind acid only weakly, with K = 0.2 nm³ and H = −0.20 eV, change E_app by −4 meV. That smallness rests on the weak binding: with K = 2 nm³ and H = −0.10 eV the change is −73 meV, and with K = 10 nm³ and H = 0 it is −201 meV. A volume expansion of 5 × 10⁻⁴ K⁻¹ changes it by −7 meV for the rate per volume, but by only −1 meV if the rate is counted per original site, which leaves out the dilution of the film itself. Tight ion pairs are also a reasonable assumption here: for relative permittivity 4 and a charge separation of 0.5 nm, the Coulomb energy is 0.72 eV. Estimate the association constant of the two ions as the volume of a sphere of radius 0.5 nm times exp(0.72 eV/kT), which is K_p = 2.8 × 10⁹ nm³. If a small fraction q of the pairs splits, equilibrium requires K_p x q² ≈ 1, and with x = 0.079 nm⁻³ this gives q ≈ 7 × 10⁻⁵.

Q: How close is all this to a real resist?

A: The setting is a positive chemically amplified resist of the poly(hydroxystyrene) type with acid-labile tert-butyl ester groups. A few protected sites per nm³, acid loadings of some hundredths to tenths per nm³ and a bake near 100 °C for about a minute are rough typical values. K, H, E_c and the rate parameters are chosen round values, not measurements on a named product. The loadings of 1.5 and 8 nm⁻³ are far above resist practice. Real films break the assumptions of inert products and conserved acid; with the strengths assumed above, those failures move E_app at half conversion by about 0.04 and 0.03 eV. Both are well below the error of using 1 − θ, which is 0.23 eV in the fresh film and 0.18 eV at half conversion. That ordering depends on strong binding, KN = 4 here: as KN becomes small, the difference between the two laws disappears. It also requires fast exchange and weak binding by other groups. A strong rival binder with a small enthalpy buffers the free acid: phenol groups at 3 nm⁻³ with K = 10 nm³ and H = 0 bring the error of the 1 − θ law in the fresh film down to 35 meV. The remaining loadings are listed in the numerical output.

Numbers as computed

```
Bake temperature: 373.15 K; kT = 0.03216 eV
Sites N = 2.00 nm^-3; K = 2.00 nm^3
H = -0.30 eV; E_c = 1.00 eV
Cleavage prefactor = 1.0e+13 1/s
Cleavage constant k_c = 0.3119 1/s
Closed film: A, x, free a, free s in nm^-3; energies in eV
A=0.02 x=0.01597 a=0.00403 s=1.98403
  theta=0.0080 phi=0.7987 f=0.2010 E_app=0.9397 posed=0.7024
A=0.05 x=0.03984 a=0.01016 s=1.96016
  theta=0.0199 phi=0.7968 f=0.2024 E_app=0.9393 posed=0.7060
A=0.10 x=0.07934 a=0.02066 s=1.92066
  theta=0.0397 phi=0.7934 f=0.2048 E_app=0.9386 posed=0.7119
A=0.20 x=0.15731 a=0.04269 s=1.84269
  theta=0.0787 phi=0.7866 f=0.2096 E_app=0.9371 posed=0.7236
A=1.50 x=1.00000 a=0.50000 s=1.00000
  theta=0.5000 phi=0.6667 f=0.2500 E_app=0.9250 posed=0.8500
A=8.00 x=1.84963 a=6.15037 s=0.15037
  theta=0.9248 phi=0.2312 f=0.0735 E_app=0.9779 posed=0.9774
Zero-loading limit of E_app: 0.9400 eV
Turning point, formula: A = 1.5000 nm^-3
Turning point, numerical: A = 1.5000 nm^-3
E_app there: formula 0.92500, numerical 0.92500 eV
Largest error, fixed total acid: 5.0e-06 eV
Largest error, fixed free acid: 7.6e-07 eV
A=0.20: variance/mean = 0.20961, f = 0.20961
Main example below: A = 0.10 nm^-3
Rate gain for +10 K: true 2.1315, posed law 1.7822
Arrhenius energy 363.15-383.15 K: 0.9386 eV
E_app at half conversion, model: 0.8979 eV
Time to half conversion: 43.9 s
Neglected effects (rough parameters):
Free-acid D = 10.0 nm^2/s, radius 0.5 nm, E_D = 1.0 eV
k_on = 62.8 nm^3/s; k_off = 31.4 1/s
k_c/k_off = 0.0099
Finite exchange, half conversion: +0.37 meV
Loss of free acid: 0.010 1/s, energy 0.5 eV
  acid left at half conversion: 0.0883 nm^-3
  shift at half conversion: +26.59 meV
Products bind like sites, half conv.: +40.62 meV
Phenol 3.0 nm^-3, K 0.2 nm^3, H -0.20 eV: -3.78 meV
Expansion 5.0e-04 1/K: -1.23 meV
Ion pair: permittivity 4.0, gap 0.5 nm, energy 0.720 eV
Fraction of ion pairs split: 6.7e-05
```
